# Inversion eigenvalues and Chern parity in the Qi-Wu-Zhang model

## Problem

Electrons on a square lattice have two orbitals per site, one even and one odd under inversion about the site. With the lattice constant set to 1 and energies in units of the hopping scale, their Hamiltonian is

$$H(\mathbf k)=\mathbf d(\mathbf k)\cdot\boldsymbol\sigma,\qquad \mathbf d=(\sin k_x,\ \sin k_y,\ m+\cos k_x+\cos k_y),$$

where $m$ is real and the Pauli matrices act on the orbitals. The lower band, with normalized state $|u\rangle$, is filled. Its Chern number is

$$C=\frac1{2\pi}\int_{\rm BZ}F\,d^2k,\qquad F=\partial_xA_y-\partial_yA_x,\qquad A_i=i\langle u|\partial_i u\rangle,$$

with $\partial_i=\partial/\partial k_i$. Inversion is represented by $P=\sigma_z$. The invariant momenta $\Lambda$, which equal $-\Lambda$ up to a reciprocal lattice vector, are $(0,0)$, $(\pi,0)$, $(0,\pi)$ and $(\pi,\pi)$.

(a) For which $m$ is the model gapped? (b) Find $C$ in each gapped phase. (c) Verify that the product of the filled inversion eigenvalues $\xi(\Lambda)$ equals $(-1)^C$ in each of them. (d) What does the product leave undetermined?

## A tempting solution

At an invariant momentum both sines vanish and $H=d_z\sigma_z$. The filled state has energy $-|d_z|$, so $\xi=-\operatorname{sgn}d_z$. Let $N_+$ be the number of invariant momenta with $d_z>0$. Then $\prod\xi=(-1)^{N_+}$.

The Chern number counts how often the unit vector $\hat{\mathbf d}=\mathbf d/|\mathbf d|$ covers the sphere. The north pole is reached where $\sin k_x=\sin k_y=0$ and $d_z>0$, which happens $N_+$ times. Therefore $C=N_+$, and the relation in (c) follows. Since $d_z$ takes the values $m+2,\ m,\ m,\ m-2$, the phases have $C=0,1,3,4$ as $m$ increases.

## Where it fails

The relation obtained for (c) is correct, but the Chern numbers are not. Take $m>2$. Then $d_z\ge m-2>0$ at every momentum, so $\hat{\mathbf d}$ never enters the southern hemisphere. A map that misses the south pole cannot cover the sphere four times.

The fault is the step "reached $N_+$ times, therefore $C=N_+$". The sphere is covered with an orientation. A patch of the Brillouin zone can be laid on it face up or face down, and the two contribute to $C$ with opposite signs. Replacing a $+1$ by a $-1$ changes a sum by 2, which is why the parity survived the mistake.

## Correct solution

### (a) The gapped phases

The energies are $\pm|\mathbf d|$. Write $a=\cos k_x$ and $b=\cos k_y$. Then

$$|\mathbf d|^2=(1-a^2)+(1-b^2)+(m+a+b)^2=2+m^2+2m(a+b)+2ab,$$

because the squares $a^2$ and $b^2$ cancel. This is linear in $a$ at fixed $b$, and linear in $b$ at fixed $a$. Its minimum over the square $-1\le a,b\le1$ is therefore attained at a corner, that is, at an invariant momentum. The corner values are

$$(1,1):\ (m+2)^2,\qquad (1,-1),(-1,1):\ m^2,\qquad(-1,-1):\ (m-2)^2 .$$

The top of the lower band is $-\min|\mathbf d|$ and the bottom of the upper band is $+\min|\mathbf d|$, so

$$E_{\rm gap}=2\min\left(|m+2|,\ |m|,\ |m-2|\right).$$

The model is gapped unless $m=-2$, $0$ or $2$. At these three values the lower band touches the upper one, the filled state is undefined at the touching points, and the band has no Chern number. The integral of $F$ over the rest of the zone still converges, to $+\tfrac12$, $0$ and $-\tfrac12$ at $m=-2$, $0$ and $2$, midway between the values of the neighbouring phases found below, but it is not a topological invariant.

### (b) The Chern number

**Curvature in terms of $\mathbf d$.** Differentiating $A_i$, the mixed second derivatives cancel and

$$F=i\left(\langle\partial_xu|\partial_yu\rangle-\langle\partial_yu|\partial_xu\rangle\right).$$

To remove the arbitrary phase of $|u\rangle$, use the projector $\Pi=|u\rangle\langle u|$. Normalization gives $\langle\partial_iu|u\rangle=-\langle u|\partial_iu\rangle$, hence

$$(\partial_i\Pi)|u\rangle=|\partial_iu\rangle+|u\rangle\langle\partial_iu|u\rangle=(1-\Pi)|\partial_iu\rangle .$$

It follows that

$$\operatorname{Tr}\Pi\,\partial_x\Pi\,\partial_y\Pi=\langle\partial_xu|(1-\Pi)|\partial_yu\rangle=\langle\partial_xu|\partial_yu\rangle+\langle u|\partial_xu\rangle\langle u|\partial_yu\rangle .$$

The last term is symmetric in $x$ and $y$, so it drops out of the commutator:

$$F=i\operatorname{Tr}\Pi[\partial_x\Pi,\partial_y\Pi].$$

For the lower band $\Pi=\tfrac12(1-\hat{\mathbf d}\cdot\boldsymbol\sigma)$. From $[\mathbf a\cdot\boldsymbol\sigma,\mathbf b\cdot\boldsymbol\sigma]=2i(\mathbf a\times\mathbf b)\cdot\boldsymbol\sigma$,

$$[\partial_x\Pi,\partial_y\Pi]=\tfrac14\,2i\,(\partial_x\hat{\mathbf d}\times\partial_y\hat{\mathbf d})\cdot\boldsymbol\sigma .$$

Multiplying by $\Pi$ and using $\operatorname{Tr}\sigma_i\sigma_j=2\delta_{ij}$, $\operatorname{Tr}\sigma_i=0$,

$$F=i\cdot\frac i2\cdot\left(-\frac12\right)\cdot2\;\hat{\mathbf d}\cdot(\partial_x\hat{\mathbf d}\times\partial_y\hat{\mathbf d})=\frac12\,\hat{\mathbf d}\cdot(\partial_x\hat{\mathbf d}\times\partial_y\hat{\mathbf d}).$$

The triple product times $d^2k$ is the signed area swept on the unit sphere. Its integral over the closed Brillouin zone is $4\pi$ times an integer, the degree of the map $\hat{\mathbf d}$. So $C=(1/2\pi)(1/2)(4\pi)\deg\hat{\mathbf d}=\deg\hat{\mathbf d}$.

**Counting with orientation.** The degree is the number of momenta mapped to a chosen point of the sphere, each counted with the sign of its swept area, provided none of these areas vanishes. Choose the north pole. There $\hat{\mathbf d}=\hat{\mathbf z}$, and since $d_x=d_y=0$, differentiating the factor $1/|\mathbf d|$ contributes nothing to $\partial_i\hat d_x$ or $\partial_i\hat d_y$. The triple product is

$$\partial_x\hat d_x\,\partial_y\hat d_y-\partial_x\hat d_y\,\partial_y\hat d_x=\frac{\cos k_x\cos k_y}{d_z^2},$$

because $\partial_x d_y=\partial_y d_x=0$. Its sign is $\eta(\Lambda)=\cos\Lambda_x\cos\Lambda_y$, which is $+1$ at $(0,0)$ and $(\pi,\pi)$ and $-1$ at $(\pi,0)$ and $(0,\pi)$. Hence

$$C=\sum_{\Lambda:\ d_z(\Lambda)>0}\eta(\Lambda).$$

| Phase | Terms | $C$ | $N_+$ |
|---|---|---|---|
| $m<-2$ | none | $0$ | $0$ |
| $-2<m<0$ | $+1$ | $+1$ | $1$ |
| $0<m<2$ | $+1-1-1$ | $-1$ | $3$ |
| $m>2$ | $+1-1-1+1$ | $0$ | $4$ |

**The same integers from the gap closings.** Let $M=d_z(\Lambda)$ be small. At a small displacement $\mathbf q$ from $\Lambda$, to leading order, $|\mathbf d|^2=q^2+M^2$ and $F=\eta M/[2(q^2+M^2)^{3/2}]$. This peak contributes

$$\frac1{2\pi}\int_0^\infty\frac{\eta M}{2(q^2+M^2)^{3/2}}\,2\pi q\,dq=\frac{\eta M}{2|M|}=\frac\eta2\operatorname{sgn}M .$$

The rest of the zone varies smoothly, so $C$ jumps by $\eta$ when $M$ rises through zero. The jumps are $+1$ at $m=-2$, $-1-1=-2$ at $m=0$, where two momenta close together, and $+1$ at $m=2$. For $m<-2$ the vector $\hat{\mathbf d}$ never reaches the north pole, so $C=0$ there. Starting from this value, the jumps reproduce the sequence $0,+1,-1,0$.

### (c) The inversion eigenvalues

Conjugation by $\sigma_z$ reverses $\sigma_x$ and $\sigma_y$ and leaves $\sigma_z$ unchanged. Since $d_x,d_y$ are odd and $d_z$ is even in $\mathbf k$, $PH(\mathbf k)P=H(-\mathbf k)$. At $\Lambda$ this makes $P$ commute with $H$, so the filled state has a definite $\xi=-\operatorname{sgn}d_z(\Lambda)$. It tells which of the two orbitals is filled there. The product is

$$\prod_\Lambda\xi(\Lambda)=(-1)^4\operatorname{sgn}(m+2)\,(\operatorname{sgn}m)^2\operatorname{sgn}(m-2)=\operatorname{sgn}(m^2-4).$$

It is $-1$ for $0<|m|<2$, where $C=\pm1$, and $+1$ for $|m|>2$, where $C=0$. This verifies the relation in all four phases. The reason is visible without the cases: $C$ is a sum of $N_+$ terms, each $\pm1$, so it has the parity of $N_+$, and

$$\prod_\Lambda\xi(\Lambda)=(-1)^{N_+}=(-1)^C .$$

**A numerical case.** Take $m=-1$, a round model value. The gap is $2\min(1,1,3)=2$ hopping units. In the order $(0,0),(\pi,0),(0,\pi),(\pi,\pi)$,

$$d_z=1,-1,-1,-3,\qquad \xi=-1,+1,+1,+1,\qquad\prod\xi=-1 .$$

For a direct integration, note that derivatives of $1/|\mathbf d|$ add vectors along $\mathbf d$, which vanish in the triple product. With $\partial_x\mathbf d=(\cos k_x,0,-\sin k_x)$ and $\partial_y\mathbf d=(0,\cos k_y,-\sin k_y)$,

$$\partial_x\mathbf d\times\partial_y\mathbf d=(\sin k_x\cos k_y,\ \cos k_x\sin k_y,\ \cos k_x\cos k_y).$$

In the scalar product with $\mathbf d$, the terms $\sin^2k_x\cos k_y+\cos^2k_x\cos k_y$ combine to $\cos k_y$, and likewise for $\cos k_x$. Thus

$$F=\frac{\cos k_x+\cos k_y+m\cos k_x\cos k_y}{2|\mathbf d|^3}.$$

Summing this over a uniform $200\times200$ mesh, multiplying by the cell area and dividing by $2\pi$ gives $C=+1.0000$ at $m=-1$, in agreement with the single positive pole point.

**Choice of inversion operator.** Replacing $P$ by $-P$ reverses four signs and leaves the product unchanged. Moving the inversion centre to the middle of an $x$ bond sends $\mathbf r$ to $\hat{\mathbf x}-\mathbf r$. A Bloch state $e^{i\Lambda\cdot\mathbf r}|u\rangle$ then acquires the extra factor $e^{i\Lambda_x}$, which is $-1$ at the two momenta with $\Lambda_x=\pi$. At $m=-1$ the eigenvalues become $-1,-1,+1,-1$. The individual labels depend on the centre; their product is still $-1$.

### (d) What the product leaves undetermined

The product fixes $C$ modulo 2. It does not fix the sign: $m=-1$ and $m=1$ both give $-1$, with $C=+1$ and $C=-1$.

Nor does $+1$ imply $C=0$. Replace $k_x$ by $2k_x$ throughout $\mathbf d$. The components keep their parities, so $P=\sigma_z$ still represents inversion. The curvature becomes $2F(2k_x,k_y)$, and its integral over the zone is twice the original one. At $m=-1$ this gives $C=+2$, while $d_z=1,1,-1,-1$ gives $\xi=-1,-1,+1,+1$ and a product of $+1$.

At $m=1$ the doubled model has $C=-2$ and also reaches the north pole at $(\pm\pi/2,0)$, away from the invariant momenta. These two points have equal orientation, because the derivatives of the odd functions $d_x,d_y$ are even in $\mathbf k$. Together they change $C$ by an even number and leave its parity to the invariant momenta.

The relation needs inversion symmetry as well as a gap. Add a small nonzero constant term $\epsilon\sigma_x$ to a gapped phase. By continuity the gap stays open and $C$ keeps its value, but $H(\Lambda)$ no longer commutes with $P$. The filled states then have no inversion eigenvalues, and there is no product to form.
